# Dyson Orbitals, Pole Strengths and the Density Sum in EOM-IP-CCSD

When an electron is removed from a correlated molecule, the overlap between the neutral state and an ionized state is a one-electron function, the Dyson orbital. In coupled-cluster theory bras and kets are not adjoints of each other, so each ionized state has two such functions. This problem constructs both and asks what their products mean, for one state and for all states together.

**Setting.** The reference $|0\rangle$ is a closed-shell determinant of $N$ electrons in orthonormal spin orbitals $\phi_p$. Indices $i,j,l,m,n$ are occupied, $a,b,c,d$ virtual, and $p,q$ arbitrary. Electrons are removed by $c_p$ and added by $c_p^\dagger$. Sums run over all index values unless restricted, and doubles amplitudes are antisymmetric in each index pair:

$$T=\sum t_i^a c_a^\dagger c_i+\tfrac14\sum t_{ij}^{ab}c_a^\dagger c_b^\dagger c_jc_i,\qquad
\Lambda=\sum\lambda^i_a c_i^\dagger c_a+\tfrac14\sum\lambda^{ij}_{ab}c_i^\dagger c_j^\dagger c_bc_a .$$

With $\bar H=e^{-T}He^{T}$, and $|\mu\rangle$ any singly or doubly excited determinant, the CCSD equations are

$$\langle\mu|\bar H|0\rangle=0,\qquad E=\langle0|\bar H|0\rangle,\qquad \langle0|(1+\Lambda)(\bar H-E)|\mu\rangle=0 .$$

The neutral ket is $e^T|0\rangle$ and the neutral bra is $\langle0|(1+\Lambda)e^{-T}$. A bar denotes similarity transformation, $\bar B=e^{-T}Be^{T}$. Thus $\bar c_p^\dagger$ means $e^{-T}c_p^\dagger e^T$, which is not the adjoint of $\bar c_p$.

## (a) Ionized states and Dyson orbitals

*Set up the left and right ionized states, state their completeness relation, and define the two Dyson orbitals.*

**Solution.** The one-hole (1h) and two-hole-one-particle (2h1p) determinants

$$c_i|0\rangle,\qquad c_a^\dagger c_jc_i|0\rangle\quad(i<j)$$

are orthonormal. Let $P$ project on their span. The ionized states are the right and left eigenvectors of $P(\bar H-E)P$ in this space, with eigenvalues $\omega_k$, the ionization energies. They are generated by

$$R_k=\sum r_ic_i+\tfrac12\sum r_{ij}^a c_a^\dagger c_jc_i,\qquad
L_k=\sum l^ic_i^\dagger+\tfrac12\sum l^{ij}_a c_i^\dagger c_j^\dagger c_a ,$$

where the label $k$ on the amplitudes is understood. The factors $\tfrac12$ compensate for counting each pair $i,j$ twice.

Assume that the matrix is diagonalizable. If the right eigenvectors are the columns of a matrix $\mathbf R$, the left ones can be taken as the rows of $\mathbf L=\mathbf R^{-1}$. Then $\mathbf{LR}=1$ is biorthonormality, and $\mathbf{RL}=1$ is completeness:

$$\langle0|L_kR_{k'}|0\rangle=\delta_{kk'},\qquad \sum_kR_k|0\rangle\langle0|L_k=P. \tag{1}$$

In components, completeness reads

$$\sum_kr_il^j=\delta_{ij},\quad \sum_kr_{ij}^al^{mn}_b=\delta_{ab}(\delta_{im}\delta_{jn}-\delta_{in}\delta_{jm}),\quad \sum_kr_il^{mn}_b=\sum_kr_{ij}^al^m=0. \tag{2}$$

The ionized ket is $e^TR_k|0\rangle$ and the ionized bra is $\langle0|L_ke^{-T}$. The two overlaps with the neutral state are

$$x_q^k=\langle0|L_k\bar c_q|0\rangle,\qquad y_p^k=\langle0|(1+\Lambda)\bar c_p^\dagger R_k|0\rangle . \tag{3}$$

"Left" and "right" refer here to the ionized eigenvector used. The left and right Dyson orbitals are

$$\phi^L_k(\mathbf x)=\sum_qx_q^k\phi_q(\mathbf x),\qquad \phi^R_k(\mathbf x)=\sum_py_p^k\phi_p^*(\mathbf x).$$

For exact normalized states the bras are adjoints of the kets, so $y_p^k=(x_p^k)^*$ and the two orbitals are complex conjugates.

## (b) The transformed operators

*Find $\bar c_p$ and $\bar c_p^\dagger$ for occupied and virtual $p$.*

**Solution.** Use $\bar B=B+[B,T]+\tfrac12[[B,T],T]+\dots$. The operator $T$ contains an even number of factors, all of type $c_a^\dagger$ or $c_i$. Operators of these two types anticommute among themselves, so both $c_i$ and $c_a^\dagger$ commute with $T$:

$$\bar c_i=c_i,\qquad \bar c_a^\dagger=c_a^\dagger. \tag{4}$$

For a virtual annihilator, moving $c_a$ to the right gives

$$[c_a,c_b^\dagger c_i]=\delta_{ab}c_i,\qquad
[c_a,c_b^\dagger c_d^\dagger c_jc_i]=\delta_{ab}c_d^\dagger c_jc_i-\delta_{ad}c_b^\dagger c_jc_i .$$

In the doubles term, $t_{ij}^{ba}=-t_{ij}^{ab}$ makes the two contributions equal, so $\tfrac14$ becomes $\tfrac12$:

$$\bar c_a=c_a+\sum_it_i^ac_i+\tfrac12\sum_{ijb}t_{ij}^{ab}c_b^\dagger c_jc_i . \tag{5}$$

The new terms again contain only $c_b^\dagger$ and $c_i$. They commute with $T$, and the series stops.

For an occupied creator, $c_i^\dagger c_a^\dagger c_j=-c_a^\dagger c_i^\dagger c_j$ and $c_i^\dagger c_j+c_jc_i^\dagger=\delta_{ij}$ give $[c_i^\dagger,c_a^\dagger c_j]=-\delta_{ij}c_a^\dagger$. For two annihilators,

$$c_lc_mc_i^\dagger=\delta_{im}c_l-c_lc_i^\dagger c_m=\delta_{im}c_l-\delta_{il}c_m+c_i^\dagger c_lc_m,$$

$$[c_i^\dagger,c_lc_m]=-\delta_{im}c_l+\delta_{il}c_m. \tag{6}$$

Since $c_i^\dagger$ passes the pair $c_a^\dagger c_b^\dagger$ without a sign, the doubles part of $[c_i^\dagger,T]$ is

$$\tfrac14\sum t_{ml}^{ab}c_a^\dagger c_b^\dagger(-\delta_{im}c_l+\delta_{il}c_m)=-\tfrac12\sum_{lab}t_{il}^{ab}c_a^\dagger c_b^\dagger c_l .$$

The series stops for the same reason as before:

$$\bar c_i^\dagger=c_i^\dagger-\sum_at_i^ac_a^\dagger-\tfrac12\sum_{lab}t_{il}^{ab}c_a^\dagger c_b^\dagger c_l . \tag{7}$$

## (c) Left Dyson amplitudes

*Express $x_q^k$ through the amplitudes of $L_k$ and $T$.*

**Solution.** Orthonormality of the determinants gives $\langle0|L_kc_i|0\rangle=l^i$ and $\langle0|L_kc_b^\dagger c_jc_i|0\rangle=l^{ij}_b$. Since $c_a|0\rangle=0$, equations (4) and (5) yield

$$x_i=l^i,\qquad x_a=\sum_it_i^al^i+\tfrac12\sum_{ijb}t_{ij}^{ab}l^{ij}_b . \tag{8}$$

The virtual component exists because the neutral ket $e^T|0\rangle$ has electrons in the virtual orbitals of the reference. The singles term appears even without correlation: for $T=T_1$ the ket is still a single determinant, built from the orbitals $\phi_i+\sum_at_i^a\phi_a$. The doubles term comes from correlation. It vanishes when $T=0$.

## (d) Right Dyson amplitudes

*Do the same for $y_p^k$.*

**Solution.** The four equal terms of the doubles sum cancel its factor $\tfrac14$, so

$$\langle0|\Lambda c_a^\dagger c_i|0\rangle=\lambda^i_a,\qquad \langle0|\Lambda c_a^\dagger c_b^\dagger c_jc_i|0\rangle=\lambda^{ij}_{ab}. \tag{9}$$

For virtual $p=a$, the 1h part of $R_k$ becomes a single excitation and the 2h1p part a double excitation:

$$y_a=\sum_i\lambda^i_ar_i+\tfrac12\sum_{ijb}\lambda^{ij}_{ab}r_{ij}^b . \tag{10}$$

For occupied $p=i$, treat the three terms of (7) in turn.

*First term.* On the 1h part, $c_i^\dagger c_j|0\rangle=\delta_{ij}|0\rangle$, which contributes $r_i$. On the 2h1p part, move $c_i^\dagger$ past $c_b^\dagger$ with a minus sign, then use (6) and $c_i^\dagger|0\rangle=0$:

$$-\tfrac12\sum r_{jm}^bc_b^\dagger(-\delta_{ij}c_m+\delta_{im}c_j)|0\rangle=\sum_{jb}r_{ij}^bc_b^\dagger c_j|0\rangle .$$

The last step uses $r_{ji}^b=-r_{ij}^b$. By (9) the contribution is $\sum\lambda^j_br_{ij}^b$.

*Second term.* By the definition of $y_a$ this is $-\sum_at_i^ay_a$.

*Third term.* On the 1h part it produces $-\tfrac12\sum t_{il}^{ab}r_j\,c_a^\dagger c_b^\dagger c_lc_j|0\rangle$, and (9) supplies $\lambda^{jl}_{ab}$. On the 2h1p part it produces triple excitations, which $\langle0|(1+\Lambda)$ does not contain.

Together,

$$y_i=r_i+\sum_{jb}\lambda^j_br_{ij}^b-\sum_at_i^ay_a-\tfrac12\sum_{jlab}t_{il}^{ab}\lambda^{jl}_{ab}r_j . \tag{11}$$

The difference in form between (8) and (11) can be read from (3). After the similarity transformation the neutral ket in $x_q^k$ is the bare reference $|0\rangle$, while the neutral bra in $y_p^k$ keeps the factor $1+\Lambda$. In addition, $c_i$ commutes with $T$ and $c_i^\dagger$ does not. Every term of (10), and every term of (11) beyond $r_i$, contains $\Lambda$, so $\Lambda=0$ would give $y_i=r_i$ and $y_a=0$.

## (e) Pole strengths

*Which combination of $x^k$ and $y^k$ measures the strength of an ionization, independently of the scaling of the eigenvectors?*

**Solution.** Biorthonormality permits $R_k\to sR_k$, $L_k\to L_k/s$ for any nonzero number $s$. Then $y^k\to sy^k$ and $x^k\to x^k/s$. Neither Dyson orbital has a norm with physical meaning, but the products $y_p^kx_q^k$ are unchanged.

These products appear in the electron-removal resolvent of the model. Its denominator acts within the space of $P$, where (1) gives the spectral form

$$G_{pq}(z)=\langle0|(1+\Lambda)\bar c_p^\dagger P\,[z+P(\bar H-E)P]^{-1}P\bar c_q|0\rangle=\sum_k\frac{y_p^kx_q^k}{z+\omega_k} . \tag{12}$$

The pole at $z=-\omega_k$ has residue $y_p^kx_q^k$. Its trace is the pole strength,

$$F_k=\sum_py_p^kx_p^k=\int\phi^R_k(\mathbf x)\,\phi^L_k(\mathbf x)\,d\mathbf x , \tag{13}$$

where the integral includes the spin sum and uses orbital orthonormality. If several states share one $\omega$, their eigenvectors may be mixed. Only the sum of their residues is then fixed.

For exact states $F_k=\sum_p|x_p^k|^2$. Choosing an orbital basis whose first member is proportional to the Dyson orbital leaves one term, which cannot exceed the occupation of that orbital. Hence $0\le F_k\le1$. This argument needs $y=x^*$ and does not carry over to EOM-CCSD, where no such bounds are guaranteed.

## (f) The sum over all states

*Evaluate $\sum_ky_p^kx_q^k$ over all eigenstates of the 1h+2h1p space. Does the truncation of that space introduce an error relative to the CCSD density?*

**Solution.** Insert (3) and use completeness (1):

$$\sum_ky_p^kx_q^k=\langle0|(1+\Lambda)\bar c_p^\dagger\,P\,\bar c_q|0\rangle .$$

The projector can be removed if it acts as the identity on one of its neighbours. In general the bra does not qualify. For example, with three or more electrons $\langle0|\Lambda c_i^\dagger$ contains determinants with three holes and two particles. The ket does qualify: from (4) and (5),

$$\bar c_i|0\rangle=c_i|0\rangle,\qquad
\bar c_a|0\rangle=\sum_it_i^ac_i|0\rangle+\tfrac12\sum_{ijb}t_{ij}^{ab}c_b^\dagger c_jc_i|0\rangle ,$$

and both lie entirely in the 1h+2h1p space. Therefore $P\bar c_q|0\rangle=\bar c_q|0\rangle$. Since $\bar c_p^\dagger\bar c_q=e^{-T}c_p^\dagger c_qe^T$,

$$\boxed{\;\sum_ky_p^kx_q^k=\langle0|(1+\Lambda)e^{-T}c_p^\dagger c_qe^{T}|0\rangle\equiv\gamma_{pq}\;} \tag{14}$$

The truncation causes no error relative to the CCSD density. In general this density is still an approximation relative to full configuration interaction, as are $T$ and $\Lambda$ themselves. Two electrons are an exception: singles and doubles then exhaust the excitations, and CCSD is exact within the basis.

To see which density this is, consider $\mathcal L=\langle0|(1+\Lambda)\bar H|0\rangle$. It is stationary in $\Lambda$ by the amplitude equations. For an excitation operator $\tau_\mu$ with $\tau_\mu|0\rangle=|\mu\rangle$,

$$\frac{\partial\mathcal L}{\partial t_\mu}=\langle0|(1+\Lambda)(\bar H\tau_\mu-\tau_\mu\bar H)|0\rangle=\langle0|(1+\Lambda)(\bar H-E)|\mu\rangle=0 .$$

Here $\bar H|0\rangle$ is $E|0\rangle$ plus triple and higher excitations, and $\tau_\mu$ raises the latter further out of reach of the bra. Adding $\sum v_{pq}c_p^\dagger c_q$ to $H$ at fixed orbitals thus changes the energy to first order by $\sum v_{pq}\gamma_{pq}$. So $\gamma$ is the CCSD response density without orbital relaxation. It is not symmetric in general.

The trace follows from the number operator $\hat N=\sum_pc_p^\dagger c_p$, which commutes with $T$:

$$\sum_kF_k=\sum_p\gamma_{pp}=\langle0|(1+\Lambda)\hat N|0\rangle=N. \tag{15}$$

In real space, $\sum_k\phi^R_k(\mathbf x)\phi^L_k(\mathbf x)=\sum_{pq}\gamma_{pq}\phi_p^*(\mathbf x)\phi_q(\mathbf x)$ is the electron density.

## (g) Density blocks from the explicit amplitudes

*Recover the blocks of $\gamma$ from (8), (10) and (11), and check the trace.*

**Solution.** The amplitudes $y$ are linear in $r$ and $x$ is linear in $l$, so (2) performs every sum over $k$. With $x_j=l^j$, only the $r_m$ terms of $y$ survive, with $r_m\to\delta_{mj}$:

$$\gamma_{aj}=\lambda^j_a,\qquad \gamma_{ij}=\delta_{ij}-\sum_at_i^a\lambda^j_a-\tfrac12\sum_{lab}t_{il}^{ab}\lambda^{jl}_{ab}.$$

With $x_a$ from (8), relation (2) gives $\sum_kr_ix_a=t_i^a$. It also gives $\sum_kr_{ij}^bx_a=t_{ij}^{ab}$, where the two antisymmetric terms cancel the factor $\tfrac12$. Substitution in (10) and (11) yields

$$\gamma_{ba}=\sum_i\lambda^i_bt_i^a+\tfrac12\sum_{ijc}\lambda^{ij}_{bc}t_{ij}^{ac},$$

$$\gamma_{ia}=t_i^a+\sum_{jb}\lambda^j_bt_{ij}^{ab}-\sum_bt_i^b\gamma_{ba}-\tfrac12\sum_{jlbc}t_{il}^{bc}\lambda^{jl}_{bc}t_j^a .$$

The occupied trace is $N-\sum\lambda^i_at_i^a-\tfrac12\sum\lambda^{ij}_{ab}t_{ij}^{ab}$. The virtual trace is the same pair of sums with plus signs, so the total is $N$.

## (h) When the sum fails

*What is lost if the 2h1p determinants are left out? What changes if $T$ contains triples?*

**Solution.** With the 1h projector alone, $\bar c_i|0\rangle$ is still complete, but $\bar c_a|0\rangle$ loses its doubles term. By (10) with $r_{ij}^b$ replaced by $t_{ij}^{ab}$, the trace falls short by

$$\Delta=\tfrac12\sum_{ijab}\lambda^{ij}_{ab}t_{ij}^{ab}. \tag{16}$$

If $T$ includes triples, $[c_a,T_3]$ contains two particle creators and three hole annihilators. Then $\bar c_a|0\rangle$ leaves the 1h+2h1p space, and the proof in (f) requires 3h2p determinants as well.

The sum over eigenstates also presupposes a diagonalizable matrix, and it must include every root whose residue $y_p^kx_q^k$ is nonzero. Roots with vanishing residue may be dropped. For example, when $T$ conserves the spin projection, $\bar c_q|0\rangle$ has projection $\pm\tfrac12$, so states with projection $\pm\tfrac32$ have $x^k=0$. A few computed ionizations in general give only part of $\gamma$.

## (i) Water in a minimal basis

*Evaluate the lowest pole strength by hand, and compare complete and incomplete sums.*

**Solution.** The molecule is water in the STO-3G basis, with all electrons correlated, O–H distances of 0.96 Å and an angle of 104.5°. There are 10 electrons in 14 spin orbitals, hence 10 one-hole and 180 2h1p determinants. So small a basis serves to examine the identity, not to predict measured quantities. The ionization energy, pole strengths, occupations and $\Delta$ below belong to this basis and geometry, and they are not converged with respect to the basis set.

The lowest ionization has $\omega=0.3088$ hartree (8.40 eV) and removes an electron mainly from spatial orbital 5. Scale the eigenvectors so that $r_i=1$ for this hole. Then $x_i=l^i=0.93396$. In (11) the second term is $-0.00265$, the third vanishes to the printed accuracy, and the fourth is $-0.00078$:

$$y_i=1-0.00265-0.00078=0.99657,\qquad F=0.93396\times0.99657=0.9308 .$$

The program asserts that this single product equals the full $F$ within $10^{-6}$. Most of the reduction below one comes from $l^ir_i=0.934$: the remaining 0.066 of the biorthonormal sum lies in other components of the ionized state. The terms of $y_i$ that contain $\Lambda$ lower $F$ by a further 0.003. The largest of them couples $\lambda^j_b$ to the 2h1p amplitudes $r_{ij}^b$ of the ionized state.

For removal of a spin-down electron, the five largest pole strengths are 0.9308, 0.9375, 0.9610, 0.4714 and 0.8284, in order of increasing $\omega$. Their sum is 4.129. The closed shell gives equal values for spin up, so these ten states carry 8.258 of the 10 electrons. The missing 1.742 comes from the other 180 states, though not from all of them: 98 have $|F_k|<10^{-8}$, among them the 40 states with spin projection $\pm\tfrac32$. Orbital 2 has the largest missing number of electrons: the ten states account for 0.945 of its 1.992. As a fraction of their small occupations, the virtual orbitals 6 and 7 miss more: the ten states give 0.0014 of 0.0264 and 0.0003 of 0.0267 electrons.

With all 190 states, $\sum_kF_k=10$, and the density matrix agrees with the direct expectation value to rounding error. No pole strength here lies outside the interval from 0 to 1 beyond rounding.

The 1h projector alone gives a trace of 9.94725, so $\Delta=0.05275$. The two virtual spatial orbitals hold $0.02643+0.02665=0.05308$ electrons. By the virtual trace in (g), the difference of 0.0003 is $\sum\lambda^i_at_i^a$. In this example the virtual population therefore comes almost entirely from the doubles, which is the part that the 2h1p determinants are needed to recover.

The numerical check also compares the amplitude formulas with their operator definitions, and the pole expansion (12) with a direct solution of the linear equations.

## Computed values

```
O-H distance 0.96 angstrom, H-O-H angle 104.5 degrees
electrons 10, spin orbitals 14, occupied 10, virtual 4
1h functions 10, 2h1p functions 180, ionized states 190
Hartree-Fock energy -74.963319 hartree
CCSD energy -75.013037 hartree
largest CCSD residual 9.3e-10 hartree
largest |Im omega| 0.0e+00 hartree
IP energies vs separate EOM code: max error 8.9e-10 hartree
Five largest pole strengths, spin-down electron removed:
main orbital | omega (hartree) | omega (eV) | F (dimensionless)
  5 | 0.30882 | 8.403 | 0.93076
  4 | 0.40070 | 10.904 | 0.93746
  3 | 0.60986 | 16.595 | 0.96095
  2 | 1.21185 | 32.976 | 0.47135
  1 | 19.95260 | 542.938 | 0.82845
Lowest ionization, scaled to r_i = 1 for spatial orbital 5:
  left amplitude x_i = l_i: 0.933962 (dimensionless)
  y_i part r_i: 1.000000 (dimensionless)
  y_i part lambda1*r2: -0.002645 (dimensionless)
  y_i part -t1*y_virtual: -0.000000 (dimensionless)
  y_i part -(1/2)*t2*lambda2*r1: -0.000783 (dimensionless)
  right amplitude y_i: 0.996571 (dimensionless)
  pole strength x_i*y_i: 0.930760 (dimensionless)
smallest Re F -8.11e-29, largest 0.96095 (dimensionless)
states with |F| < 1e-8: 98 of 190
Occupation of spatial orbitals, both spins (electrons):
orbital | all states | direct density | ten largest-F states
  1 | 1.999996 | 1.999996 | 1.656898
  2 | 1.992154 | 1.992154 | 0.944943
  3 | 1.973908 | 1.973908 | 1.921613
  4 | 1.982429 | 1.982429 | 1.871288
  5 | 1.998433 | 1.998433 | 1.861519
  6 | 0.026427 | 0.026427 | 0.001404
  7 | 0.026652 | 0.026652 | 0.000293
sum of F, all states: 10.00000000 electrons
sum of F, ten largest: 8.257958 electrons
trace with 1h projector only: 9.947249 electrons
max density error, all states: 5.6e-16 (dimensionless)
max density error, 1h projector only: 1.33e-02 (dimensionless)
max error vs separate CCSD density: 6.0e-10 (dimensionless)
max |gamma_pq - gamma_qp|: 7.09e-04 (dimensionless)
ket part outside 1h+2h1p: 3.8e-18 (dimensionless)
bra part outside 1h+2h1p: 7.72e-02 (dimensionless)
explicit formulas, max error: x 2.1e-17, y 2.2e-16 (dimensionless)
pole sum vs resolvent, max error: 4.6e-14 1/hartree
```
